# Two derivations of the first-order Fröhlich polaron mass: verification in Python

```python
# Result under test: a parabolic band mass m, coupled to dispersionless
# longitudinal optical phonons, becomes m*(1 + alpha/6) to first order in alpha.
# alpha = (1/eps_inf - 1/eps_0)*sqrt(m/(2*omega)) in atomic units.
# omega: phonon energy; k0 = sqrt(2*m*omega); x = k/k0; q: phonon momentum/k0.
# Scaled energies are in units of omega. The mass is the curvature mass at k=0.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh
from scipy.special import gammaincc


def half_line_grid(n):
    t, w = np.polynomial.legendre.leggauss(n)
    angle = np.pi * (t + 1) / 4
    return np.tan(angle), np.pi * w / 4 / np.cos(angle)**2


def second_order_depth(x, n=120):
    """Minus the second-order energy, divided by alpha*omega."""
    q, dq = half_line_grid(n)
    mu, dmu = np.polynomial.legendre.leggauss(n)
    denominator = 1 + q[:, None]**2 - 2*x*q[:, None]*mu
    return 2/np.pi*np.sum(dq[:, None]*dmu/2/denominator)


# Arcsine law and its expansion, from direct momentum quadrature
for x in (0.2, 0.5, 0.9):
    assert abs(second_order_depth(x) - np.arcsin(x)/x) < 1e-7
depth_zero = second_order_depth(0.0)
step = 0.02
curvature_coefficient = (second_order_depth(step) - depth_zero)/step**2
assert abs(depth_zero - 1) < 1e-10
assert abs(curvature_coefficient - 1/6) < 1e-4
quartic = (second_order_depth(0.1) - 1 - 0.1**2/6)/0.1**4
assert abs(quartic - 3/40) < 1e-3
line_integral = quad(lambda q: 2/(1 + q*q + 2*0.6*q), -np.inf, np.inf)[0]
assert abs(line_integral - 2*np.pi/np.sqrt(1 - 0.6**2)) < 1e-7
q_grid, dq_grid = half_line_grid(100)
cloud_number = 2/np.pi*np.sum(dq_grid/(1 + q_grid**2)**2)
assert abs(cloud_number - 0.5) < 1e-10


# Diagonalization with zero or one phonon at fixed total momentum
def lowest_energy(x, coupling):
    q, dq = half_line_grid(40)
    mu, dmu = np.polynomial.legendre.leggauss(12)
    energy = (1 + x*x + q[:, None]**2 - 2*x*q[:, None]*mu).ravel()
    strength = np.sqrt(2*coupling/np.pi*dq[:, None]*dmu/2).ravel()
    matrix = np.diag(np.r_[x*x, energy])
    matrix[0, 1:] = strength
    matrix[1:, 0] = strength
    return eigvalsh(matrix, subset_by_index=[0, 0])[0]


def diagonalized_mass_slope(coupling):
    h = 0.1
    curvature = (lowest_energy(h, coupling) - lowest_energy(0, coupling))/h**2
    return (1/curvature - 1)/coupling


mass_slope = 2*diagonalized_mass_slope(0.01) - diagonalized_mass_slope(0.02)
# Allowed error covers the quartic dispersion at the finite momentum step.
assert abs(mass_slope - 1/6) < 2e-3


# Fourth-order energy: expansion of products 1/(d - 2*k.u), averaged over k
def expand_product(factors, qq, pp, qp):
    value = 1.0
    for d, u in factors:
        value = value/d
    pair_sum = 0.0
    for i, (di, ui) in enumerate(factors):
        for dj, uj in factors[i:]:
            dot = (ui[0]*uj[0]*qq + ui[1]*uj[1]*pp
                   + (ui[0]*uj[1] + ui[1]*uj[0])*qp)
            pair_sum = pair_sum + 4*dot/(3*di*dj)
    return value, value*pair_sum


def phonon_factors(qq, pp, qp):
    return ((1 + qq, (1, 0)), (1 + pp, (0, 1)),
            (2 + qq + pp + 2*qp, (1, 1)))


def fourth_order(n):
    q, dq = half_line_grid(n)
    mu, dmu = np.polynomial.legendre.leggauss(n)
    qa, pa = q[:, None, None], q[None, :, None]
    qq, pp, qp = qa**2, pa**2, qa*pa*mu
    first, second, both = phonon_factors(qq, pp, qp)
    nested = expand_product((first, both, first), qq, pp, qp)
    crossed = expand_product((first, both, second), qq, pp, qp)
    normal = expand_product((first, first, second), qq, pp, qp)
    weight = (2/np.pi)**2*dq[:, None, None]*dq[None, :, None]*dmu/2
    return [np.sum(weight*(normal[i] - nested[i] - crossed[i]))
            for i in (0, 1)]


q_vec, p_vec = np.array([0.7, -0.2, 0.4]), np.array([-0.3, 0.5, 0.6])
dots = (q_vec @ q_vec, p_vec @ p_vec, q_vec @ p_vec)
one, two, pair = phonon_factors(*dots)
chosen = (one, pair, two)


def explicit_product(k):
    result = 1.0
    for d, u in chosen:
        result /= d - 2*k @ (u[0]*q_vec + u[1]*p_vec)
    return result


h = 1e-3
average = np.mean([explicit_product(sign*h*axis)
                   for axis in np.eye(3) for sign in (-1, 1)])
numeric_k2 = (average - explicit_product(np.zeros(3)))/h**2
assert np.isclose(numeric_k2, expand_product(chosen, *dots)[1], rtol=1e-4)
energy_coarse, curvature_coarse = fourth_order(48)
energy_fourth, curvature_fourth = fourth_order(72)
closed_energy = -(2*np.log(1 + np.sqrt(2)) - 1.5*np.log(2) - np.sqrt(0.5))
assert abs(energy_fourth - closed_energy) < 2e-5
assert abs(curvature_fourth - curvature_coarse) < 2e-5
mass_alpha2 = 1/36 - curvature_fourth

# Rough inputs for a lightly doped wide-gap nitride drift layer
band_mass = 0.20
phonon_eV = 0.090
eps_inf, eps_0 = 5.3, 9.5
temperature = 300.0
density_cm3 = 1e16
gap_eV = 3.4
mass_ratio = 1.10
zone_edge = 1.0  # inverse angstrom
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
omega = phonon_eV/hartree_eV
alpha = (1/eps_inf - 1/eps_0)*np.sqrt(band_mass/(2*omega))
mass_kg = band_mass*const.m_e
phonon_J = phonon_eV*const.e
length_A = const.hbar/np.sqrt(2*mass_kg*phonon_J)*1e10
shift = alpha/6
dressed_mass = band_mass*(1 + shift)

# Phonon exchange must reduce the static interaction from eps_inf to eps_0
distance = 20.0
coupling_q2 = 4*np.pi*alpha*omega**2/np.sqrt(2*band_mass*omega)
oscillation = float(mp.quadosc(lambda q: mp.sinc(q*distance),
                               [0, mp.inf], omega=distance))
exchange = -2*4*np.pi*coupling_q2/omega/(2*np.pi)**3*oscillation
assert abs(1/(eps_inf*distance) + exchange - 1/(eps_0*distance)) < 1e-8


# Real part of absorption and golden-rule width
def absorption_integrand(q, x):
    ratio = abs((q*q + 2*x*q - 1)/(q*q - 2*x*q - 1))
    return 2/np.pi*np.log(ratio)/(4*x*q)


for x in (0.2, 0.6):
    low, high = np.sqrt(1 + x*x) - x, np.sqrt(1 + x*x) + x
    edges = (0, low, 1, high, 10, np.inf)
    real_part = sum(quad(absorption_integrand, a, b, args=(x,), limit=200)[0]
                    for a, b in zip(edges[:-1], edges[1:]))
    assert abs(real_part) < 1e-6
sigma = 0.01
delta_integral = quad(lambda q: np.exp(-(q*q - 1)**2/(2*sigma**2))
                      / (sigma*np.sqrt(2*np.pi)), 0.9, 1.1, points=[1.0])[0]
width_coefficient = 4*delta_integral
assert abs(width_coefficient - 2) < 1e-3

thermal_eV = const.k*temperature/const.e
occupation = 1/np.expm1(phonon_eV/thermal_eV)
width_eV = 2*alpha*occupation*phonon_eV
mean_eV = 1.5*thermal_eV
x_thermal = np.sqrt(mean_eV/phonon_eV)
h = 1e-4
slope = (np.arcsin(x_thermal + h)/(x_thermal + h)
         - np.arcsin(x_thermal - h)/(x_thermal - h))/(2*h)
thermal_shift = alpha*(1 + occupation)*slope/(2*x_thermal)
above_threshold = gammaincc(1.5, phonon_eV/thermal_eV)


# Nonparabolic model: energy*(1 + energy/gap) = k^2/(2*m), with m=1 here
def nonparabolic_energy(k):
    return gap_eV*(np.sqrt(1 + 2*k*k/gap_eV) - 1)/2


k_mean = np.sqrt(2*mean_eV*(1 + mean_eV/gap_eV))
h = 1e-5
velocity = (nonparabolic_energy(k_mean + h)
            - nonparabolic_energy(k_mean - h))/(2*h)
nonparabolic_shift = k_mean/velocity - 1
assert abs(nonparabolic_shift - 2*mean_eV/gap_eV) < 1e-6

# Axial anisotropy: perpendicular mass m, parallel mass mass_ratio*m
mu, dmu = np.polynomial.legendre.leggauss(100)
q = q_grid[:, None]
weight = 2/np.pi*dq_grid[:, None]*dmu/2
r = 1/mass_ratio
denominator = 1 + q*q*(r*mu**2 + 1 - mu**2)
parallel = np.sum(weight*4*r*r*q*q*mu**2/denominator**3)
perpendicular = np.sum(weight*2*q*q*(1 - mu**2)/denominator**3)
h = 0.01
finite_parallel = np.sum(weight*(1/(denominator - 2*r*h*q*mu)
                                 - 1/denominator))/h**2
assert abs(finite_parallel - parallel) < 1e-4
shift_parallel, shift_perpendicular = alpha*parallel/r, alpha*perpendicular


# Static screening and finite zone in the curvature integral
def curvature_integral(screening=0.0, cutoff=np.inf):
    def integrand(q):
        factor = 1.0 if screening == 0 else (q*q/(q*q + screening**2))**2
        return 8/(3*np.pi)*q*q/(1 + q*q)**3*factor
    return quad(integrand, 0, 1)[0] + quad(integrand, 1, cutoff)[0]


full_integral = curvature_integral()
assert abs(full_integral - 1/6) < 1e-9
density_m3 = density_cm3*1e6
thermal_J = const.k*temperature
debye_A = 1e10*np.sqrt(const.epsilon_0*eps_inf*thermal_J
                      / (density_m3*const.e**2))
screening_loss = 1 - curvature_integral(length_A/debye_A)/full_integral
zone_loss = 1 - curvature_integral(cutoff=zone_edge*length_A)/full_integral
band_density = 2*(mass_kg*thermal_J/(2*np.pi*const.hbar**2))**1.5
degeneracy = density_m3/band_density
thermal_speed = np.sqrt(3*thermal_J/mass_kg)
free_path_m = thermal_speed*const.hbar/(width_eV*const.e)
heating_field = phonon_eV/free_path_m/1e8

print(f'Quadrature curvature coefficient: {curvature_coefficient:.5f}')
print(f'Diagonalized mass slope: {mass_slope:.5f}')
print(f'Exact linear coefficient 1/6: {1/6:.5f}')
print(f'Fourth-order energy coefficient: {energy_fourth:.5f}')
print(f'Fourth-order curvature coefficient: {curvature_fourth:.5f}')
print(f'Alpha-squared mass coefficient: {mass_alpha2:.5f}')
print(f'Input band mass: {band_mass:.3f} electron masses')
print(f'Input phonon energy: {phonon_eV:.3f} eV')
print(f'Input high-frequency permittivity: {eps_inf:.1f}')
print(f'Input static permittivity: {eps_0:.1f}')
print(f'Input temperature: {temperature:.0f} K')
print(f'Input carrier density: {density_cm3:.1e} cm^-3')
print(f'Input band gap: {gap_eV:.1f} eV')
print(f'Input parallel/perpendicular mass ratio: {mass_ratio:.2f}')
print(f'Input zone-edge momentum: {zone_edge:.1f} angstrom^-1')
print(f'Coupling constant alpha: {alpha:.4f}')
print(f'Polaron length 1/k0: {length_A:.2f} angstrom')
print(f'Band-edge lowering: {alpha*phonon_eV:.4f} eV')
print(f'Mean phonon number in cloud: {alpha*cloud_number:.4f}')
print(f'First-order fractional mass shift: {shift:.4f}')
print(f'Dressed mass: {dressed_mass:.4f} electron masses')
print(f'Dressed mass in SI: {dressed_mass*const.m_e:.4e} kg')
print(f'Reciprocal-form mass ratio: {1/(1-shift):.4f}')
print(f'Alpha-squared fractional mass term: {mass_alpha2*alpha**2:.4f}')
print(f'Thermal energy kT: {thermal_eV:.4f} eV')
print(f'Phonon occupation: {occupation:.4f}')
print(f'Thermal k=0 mass shift: {shift*(1+occupation):.4f}')
print(f'Absorption level width at k=0: {width_eV:.5f} eV')
print(f'Mean thermal carrier energy: {mean_eV:.4f} eV')
print(f'Scaled momentum at that energy: {x_thermal:.4f}')
print(f'Velocity-mass shift at that momentum: {thermal_shift:.4f}')
print(f'Carrier fraction above emission threshold: {above_threshold:.4f}')
print(f'Nonparabolic fractional mass shift: {nonparabolic_shift:.4f}')
print(f'Phonon energy divided by gap: {phonon_eV/gap_eV:.4f}')
print(f'Anisotropic parallel mass shift: {shift_parallel:.4f}')
print(f'Anisotropic perpendicular mass shift: {shift_perpendicular:.4f}')
print(f'Debye screening length: {debye_A:.1f} angstrom')
print(f'Fraction of mass shift lost to screening: {screening_loss:.4f}')
print(f'Fraction of mass shift lost to finite zone: {zone_loss:.6f}')
print(f'Density divided by band density: {degeneracy:.5f}')
print(f'Carrier-heating field scale: {heating_field:.4f} MV/cm')
print('finished without a failed check')
```

Running it gives:

```
Quadrature curvature coefficient: 0.16670
Diagonalized mass slope: 0.16730
Exact linear coefficient 1/6: 0.16667
Fourth-order energy coefficient: -0.01592
Fourth-order curvature coefficient: 0.00415
Alpha-squared mass coefficient: 0.02363
Input band mass: 0.200 electron masses
Input phonon energy: 0.090 eV
Input high-frequency permittivity: 5.3
Input static permittivity: 9.5
Input temperature: 300 K
Input carrier density: 1.0e+16 cm^-3
Input band gap: 3.4 eV
Input parallel/perpendicular mass ratio: 1.10
Input zone-edge momentum: 1.0 angstrom^-1
Coupling constant alpha: 0.4587
Polaron length 1/k0: 14.55 angstrom
Band-edge lowering: 0.0413 eV
Mean phonon number in cloud: 0.2293
First-order fractional mass shift: 0.0764
Dressed mass: 0.2153 electron masses
Dressed mass in SI: 1.9612e-31 kg
Reciprocal-form mass ratio: 1.0828
Alpha-squared fractional mass term: 0.0050
Thermal energy kT: 0.0259 eV
Phonon occupation: 0.0317
Thermal k=0 mass shift: 0.0789
Absorption level width at k=0: 0.00262 eV
Mean thermal carrier energy: 0.0388 eV
Scaled momentum at that energy: 0.6564
Velocity-mass shift at that momentum: 0.1289
Carrier fraction above emission threshold: 0.0731
Nonparabolic fractional mass shift: 0.0228
Phonon energy divided by gap: 0.0265
Anisotropic parallel mass shift: 0.0757
Anisotropic perpendicular mass shift: 0.0786
Debye screening length: 275.2 angstrom
Fraction of mass shift lost to screening: 0.0141
Fraction of mass shift lost to finite zone: 0.000547
Density divided by band density: 0.00446
Carrier-heating field scale: 0.0137 MV/cm
finished without a failed check
```
